# Overlay error from the asymmetries of two oppositely biased gratings: verification in Python

```python
"""
Overlay error from the diffraction asymmetries of two oppositely biased pads.

Result under test: if asymmetry = slope * (overlay + bias), then
    overlay = d * (A_plus + A_minus) / (A_plus - A_minus)
A_plus, A_minus : asymmetries on the pads with bias +d and -d
asymmetry       : (I of order +1 minus I of order -1) / common reference
Displacements are those of the upper grating relative to the lower one.
The linear law is tested against numerically integrated grating amplitudes.
Lengths are in nm; asymmetries are dimensionless.
"""
import numpy as np
from scipy.optimize import brentq


def linear_overlay(a_plus, a_minus, bias):
    return bias * (a_plus + a_minus) / (a_plus - a_minus)


def sine_overlay(a_plus, a_minus, bias, pitch):
    ratio = (a_plus + a_minus) / (a_plus - a_minus)
    wave_number = 2 * np.pi / pitch
    return np.arctan(np.tan(wave_number * bias) * ratio) / wave_number


# Given data and direct solution of the two linear equations.
bias = 20.0
a_plus, a_minus = 0.06, -0.04
overlay = linear_overlay(a_plus, a_minus, bias)
slope = (a_plus - a_minus) / (2 * bias)
product = (a_plus + a_minus) / 2
matrix = np.array([[1.0, bias], [1.0, -bias]])
solved_product, solved_slope = np.linalg.solve(matrix, [a_plus, a_minus])
assert np.isclose(solved_slope, slope, rtol=1e-12)
assert np.isclose(solved_product, product, rtol=1e-12)
assert np.isclose(solved_product / solved_slope, overlay, rtol=1e-12)
assert np.isclose(overlay, 4.0, rtol=1e-12)
shift_plus, shift_minus = overlay + bias, overlay - bias
back_plus, back_minus = slope * shift_plus, slope * shift_minus
assert np.allclose([back_plus, back_minus], [a_plus, a_minus], atol=1e-14)

# Sign conventions.
swapped = linear_overlay(a_minus, a_plus, bias)
reversed_signal = linear_overlay(-a_plus, -a_minus, bias)
assert np.isclose(swapped, -overlay)
assert np.isclose(reversed_signal, overlay)

# An equal, undetected asymmetry offset on both pads.
offset = 0.001
overlay_offset = linear_overlay(a_plus + offset, a_minus + offset, bias)
offset_error = overlay_offset - overlay
assert np.isclose(offset_error, offset / slope, rtol=1e-10)

# Sine-law reading of the given data, checked by numerical root finding.
pitch = 600.0
overlay_sine = sine_overlay(a_plus, a_minus, bias, pitch)


def mismatch(trial):
    q = 2 * np.pi / pitch
    return (a_minus * np.sin(q * (trial + bias))
            - a_plus * np.sin(q * (trial - bias)))


root = brentq(mismatch, -bias, bias, xtol=1e-12)
assert np.isclose(root, overlay_sine, atol=1e-9)

# Thin-grating model: line width is half the pitch in both layers.
upper_strength, lower_strength = 0.30, 0.02
lower_phase = -np.pi / 3
nodes, weights = np.polynomial.legendre.leggauss(40)


def order_intensity(order, shift, period, phase):
    """Integrate the reflected field over the lines of one period."""
    half_width = period / 4

    def line_integral(centre):
        x = centre + half_width * nodes
        wave = np.exp(-2j * np.pi * order * x / period)
        return half_width * np.sum(weights * wave) / period

    field = (upper_strength * line_integral(shift)
             + lower_strength * np.exp(1j * phase) * line_integral(0.0))
    return abs(field) ** 2


def model_asymmetry(shift, period, phase=lower_phase):
    reference = order_intensity(1, 0.0, period, phase)
    difference = (order_intensity(1, shift, period, phase)
                  - order_intensity(-1, shift, period, phase))
    return difference / reference


# Closed asymmetry law against the integrated amplitudes.
upper_amp = upper_strength / np.pi
lower_amp = lower_strength / np.pi
for phase in (-np.pi / 3, 0.4, 2.0):
    reference = abs(upper_amp + lower_amp * np.exp(1j * phase)) ** 2
    for shift in (-70.0, -16.0, 0.0, 24.0, 110.0):
        law = (-4 * upper_amp * lower_amp * np.sin(phase)
               * np.sin(2 * np.pi * shift / pitch) / reference)
        assert np.isclose(model_asymmetry(shift, pitch, phase), law,
                          atol=1e-11)
assert abs(model_asymmetry(24.0, pitch, 0.0)) < 1e-12

# Recover a known overlay from the integrated intensities.
true_overlay = 4.0
long_pitch = 6000.0
recovered = {}
for period in (pitch, long_pitch):
    m_plus = model_asymmetry(true_overlay + bias, period)
    m_minus = model_asymmetry(true_overlay - bias, period)
    recovered[period] = (m_plus, m_minus,
                         linear_overlay(m_plus, m_minus, bias),
                         sine_overlay(m_plus, m_minus, bias, period))
    assert np.isclose(recovered[period][3], true_overlay, atol=1e-7)
error_short = recovered[pitch][2] - true_overlay
error_long = recovered[long_pitch][2] - true_overlay
assert abs(error_short) < 0.1
assert abs(error_long) < 0.001
# The leading error falls as the inverse square of the pitch.
assert np.isclose(error_short / error_long, (long_pitch / pitch) ** 2,
                  rtol=0.02)

print("GIVEN DATA AND LINEAR SOLUTION")
print(f"bias magnitude d: {bias:.1f} nm")
print(f"asymmetry at +d: {a_plus:.3f} (dimensionless)")
print(f"asymmetry at -d: {a_minus:.3f} (dimensionless)")
print(f"sum of asymmetries: {a_plus + a_minus:.3f} (dimensionless)")
print(f"difference of asymmetries: {a_plus - a_minus:.3f} (dimensionless)")
print(f"slope K: {slope:.5f} per nm")
print(f"product K*overlay: {product:.4f} (dimensionless)")
print(f"overlay error, linear law: {overlay:.3f} nm")
print(f"overlay error, converted: {overlay / 1000:.4f} micrometre")
print(f"total displacement at +d: {shift_plus:.3f} nm")
print(f"total displacement at -d: {shift_minus:.3f} nm")
print(f"asymmetry recomputed at +d: {back_plus:.3f} (dimensionless)")
print(f"asymmetry recomputed at -d: {back_minus:.3f} (dimensionless)")
print("SIGNS AND OFFSET")
print(f"overlay with bias labels exchanged: {swapped:.3f} nm")
print(f"overlay with both signals reversed: {reversed_signal:.3f} nm")
print(f"assumed common offset: {offset:.4f} (dimensionless)")
print(f"overlay read with this offset added: {overlay_offset:.3f} nm")
print(f"overlay shift from offset: {offset_error:.3f} nm")
print("SAME DATA READ WITH THE SINE LAW")
print(f"chosen pitch: {pitch:.1f} nm")
print(f"overlay error, sine law: {overlay_sine:.3f} nm")
print(f"sine minus linear reading: {overlay_sine - overlay:.3f} nm")
print("FORWARD TEST WITH INTEGRATED GRATING AMPLITUDES")
print(f"upper line strength: {upper_strength:.2f} (dimensionless)")
print(f"lower line strength: {lower_strength:.2f} (dimensionless)")
print(f"lower grating phase: {np.degrees(lower_phase):.1f} degrees")
print(f"overlay put into model: {true_overlay:.3f} nm")
for period, values in recovered.items():
    print(f"pitch {period:.0f} nm, asymmetry at +d: {values[0]:.5f}")
    print(f"pitch {period:.0f} nm, asymmetry at -d: {values[1]:.5f}")
    print(f"pitch {period:.0f} nm, linear reading: {values[2]:.4f} nm")
    print(f"pitch {period:.0f} nm, sine reading: {values[3]:.4f} nm")
print("success")
```

Running it gives:

```
GIVEN DATA AND LINEAR SOLUTION
bias magnitude d: 20.0 nm
asymmetry at +d: 0.060 (dimensionless)
asymmetry at -d: -0.040 (dimensionless)
sum of asymmetries: 0.020 (dimensionless)
difference of asymmetries: 0.100 (dimensionless)
slope K: 0.00250 per nm
product K*overlay: 0.0100 (dimensionless)
overlay error, linear law: 4.000 nm
overlay error, converted: 0.0040 micrometre
total displacement at +d: 24.000 nm
total displacement at -d: -16.000 nm
asymmetry recomputed at +d: 0.060 (dimensionless)
asymmetry recomputed at -d: -0.040 (dimensionless)
SIGNS AND OFFSET
overlay with bias labels exchanged: -4.000 nm
overlay with both signals reversed: 4.000 nm
assumed common offset: 0.0010 (dimensionless)
overlay read with this offset added: 4.400 nm
overlay shift from offset: 0.400 nm
SAME DATA READ WITH THE SINE LAW
chosen pitch: 600.0 nm
overlay error, sine law: 4.057 nm
sine minus linear reading: 0.057 nm
FORWARD TEST WITH INTEGRATED GRATING AMPLITUDES
upper line strength: 0.30 (dimensionless)
lower line strength: 0.02 (dimensionless)
lower grating phase: -60.0 degrees
overlay put into model: 4.000 nm
pitch 600 nm, asymmetry at +d: 0.05362
pitch 600 nm, asymmetry at -d: -0.03596
pitch 600 nm, linear reading: 3.9436 nm
pitch 600 nm, sine reading: 4.0000 nm
pitch 6000 nm, asymmetry at +d: 0.00542
pitch 6000 nm, asymmetry at -d: -0.00361
pitch 6000 nm, linear reading: 3.9994 nm
pitch 6000 nm, sine reading: 4.0000 nm
success
```
